# When is the Baeck-An coupling exact at an avoided crossing?

## Question

I am working on nonadiabatic dynamics with an electronic-structure method that gives me energies but no derivative couplings. The Baeck-An formula estimates the coupling between two adiabatic states from their gap $G(x)=E_2(x)-E_1(x)$ along a coordinate $x$:

$$d_{\rm BA}=\frac12\sqrt{\frac{G''}{G}}\quad\text{if } G''>0,\qquad d_{\rm BA}=0\ \text{otherwise}.$$

My exercise says: "Show that this is exact at the centre of a linear avoided crossing, and quantify its error away from the centre."

I take the linear crossing to be two diabatic states with energies $\pm ax$ and a constant coupling $c$. I can write down the gap, but I don't see where a square root of a curvature comes from, since the true coupling $\langle 1|\partial_x 2\rangle$ is a property of the wavefunctions. I also don't know what to expand in to get the error. Can someone show me the steps, and tell me how far from the centre I can trust the formula?

## Answer

The exercise needs a correction: for the crossing you describe, with the gap differentiated along $x$ itself, the error away from the centre is zero. An error can appear when the difference of the diabatic energies or their coupling is a curved function of $x$, or when a third state takes part. For two states, one identity shows this and also gives the size of the error; a third state adds further terms.

### The exact coupling of two states

Take real states and a diabatic basis whose vectors do not depend on $x$. Any real two-state Hamiltonian can then be written as

$$H(x)=s(x)\,\mathbf 1+\begin{pmatrix}u&v\\ v&-u\end{pmatrix}.$$

Here $2u$ is the difference of the diabatic energies and $v$ is their coupling. The common energy $s$ changes neither the gap nor the eigenvectors, so it drops out. Use polar coordinates,

$$u=r\cos\varphi,\qquad v=r\sin\varphi,\qquad r=\sqrt{u^2+v^2}>0.$$

The eigenvalues are $s\pm r$, so $G=2r$. The eigenvectors are

$$|2\rangle=\begin{pmatrix}\cos(\varphi/2)\\ \sin(\varphi/2)\end{pmatrix},\qquad |1\rangle=\begin{pmatrix}-\sin(\varphi/2)\\ \cos(\varphi/2)\end{pmatrix}.$$

To check the first, apply the matrix without $s$ to $|2\rangle$. The upper component is $r[\cos\varphi\cos(\varphi/2)+\sin\varphi\sin(\varphi/2)]=r\cos(\varphi/2)$, and the lower one is $r[\sin\varphi\cos(\varphi/2)-\cos\varphi\sin(\varphi/2)]=r\sin(\varphi/2)$. The vector $|1\rangle$ is orthogonal to it and has eigenvalue $-r$, because the trace is zero.

Differentiating gives $\partial_x|2\rangle=(\varphi'/2)\,|1\rangle$. With $d$ denoting the magnitude of the coupling,

$$d=|\langle 1|\partial_x 2\rangle|=\frac{|\varphi'|}{2}.$$

To express $\varphi'$ through $u$ and $v$, differentiate the polar forms:

$$u'=r'\cos\varphi-r\varphi'\sin\varphi,\qquad v'=r'\sin\varphi+r\varphi'\cos\varphi.$$

In $uv'-vu'$ the terms with $r'$ cancel and $r^2\varphi'(\cos^2\varphi+\sin^2\varphi)$ remains. Therefore

$$d=\frac{|uv'-vu'|}{2(u^2+v^2)}.$$

### Where the gap curvature comes in

Differentiate $r^2=u^2+v^2$ twice and divide by 2 each time a factor of 2 appears:

$$rr'=uu'+vv',$$
$$r'^2+rr''=u'^2+v'^2+uu''+vv''.$$

Squaring and adding the expressions for $u'$ and $v'$ gives $u'^2+v'^2=r'^2+r^2\varphi'^2$, as the cross terms cancel. Insert this, remove $r'^2$ from both sides, and divide by $r^2$:

$$\frac{r''}{r}=\varphi'^2+\frac{uu''+vv''}{r^2}.$$

Since $G=2r$, the left side is $G''/G$. Since $\varphi'^2=4d^2$, division by 4 yields

$$\boxed{\frac{G''}{4G}=d^2+\frac{uu''+vv''}{4(u^2+v^2)}}$$

This answers your question about the square root. The vector $(u,v)$ moves in a plane as $x$ changes, and its length is half the gap. If it moves along a straight line at constant speed, its length can have a second derivative only because its direction turns. That turning is the rotation of the adiabatic states. The last term is the radial part of the vector's own acceleration, divided by $4r$, which the formula mistakes for rotation.

### The linear crossing

If $u$ and $v$ are both linear in $x$, then $u''=v''=0$ and $d_{\rm BA}=d$ at every $x$ with a nonzero gap. For your model, $u=ax$ and $v=c$ with $a,c>0$, a direct check is short:

$$G=2\sqrt{a^2x^2+c^2},\qquad G'=\frac{2a^2x}{\sqrt{a^2x^2+c^2}},$$
$$G''=\frac{2a^2(a^2x^2+c^2)-2a^4x^2}{(a^2x^2+c^2)^{3/2}}=\frac{2a^2c^2}{(a^2x^2+c^2)^{3/2}}.$$

Hence $G''/G=a^2c^2/(a^2x^2+c^2)^2$, and

$$d_{\rm BA}=\frac{ac}{2(a^2x^2+c^2)}=d.$$

This is a Lorentzian with peak $a/(2c)$ and half-width $c/a$.

### Curved diabats: exact at the centre, wrong beside it

The wording of your exercise becomes true if the coupling stays constant, $v=c$, while $u$ may be curved. Then

$$d=\frac{c|u'|}{2(u^2+c^2)},\qquad \frac{G''}{4G}-d^2=\frac{uu''}{4(u^2+c^2)}.$$

The error term vanishes where the diabats cross, $u=0$. There $G'=2uu'/r=0$ and $G''=2u'^2/c$, so this point is a local minimum of the gap if $u'\neq0$.

Dividing by $d^2$ gives the relative measure

$$\left(\frac{G''}{4G}\right)\frac1{d^2}=1+\rho,\qquad \rho=\frac{uu''(u^2+c^2)}{c^2u'^2}.$$

Where $1+\rho>0$, $d_{\rm BA}/d=\sqrt{1+\rho}$.

For diabats of different curvature take

$$u=ax+\tfrac12bx^2,\qquad \xi=\frac{ax}{c},\qquad \varepsilon=\frac{bc}{a^2},$$

with $b>0$; the other sign is the mirror image. Here $\xi$ is the distance in half-widths, and $\varepsilon$ is the fractional change of the slope $u'$ over one half-width. Then $u'=a(1+\varepsilon\xi)$ and $y\equiv u/c=\xi+\varepsilon\xi^2/2$. Also

$$(1+\varepsilon\xi)^2=1+2\varepsilon\left(\xi+\tfrac12\varepsilon\xi^2\right)=1+2\varepsilon y,$$

so that

$$\rho=\frac{\varepsilon y(1+y^2)}{1+2\varepsilon y}.$$

I stay on the side $1+\varepsilon\xi>0$, where $u$ still rises; the parabola turns back and crosses zero again farther left.

For small $\varepsilon$ at fixed $\xi$, set $y\approx\xi$, drop the denominator's correction, and use $\sqrt{1+\rho}\approx1+\rho/2$:

$$\frac{d_{\rm BA}}{d}-1\approx\frac{\varepsilon}{2}\,\xi(1+\xi^2).$$

Close to the centre the relative error is $\varepsilon\xi/2=bx/(2a)$. For $|\xi|$ well above 1 the first-order expression grows as the cube of the distance, but it holds only while $\varepsilon|\xi|^3$ stays small. The error is positive where $u$ and $u''$ have the same sign and negative on the other side.

If $u$ is odd about the crossing, then $u''(0)=0$ and this linear error is absent. With $u\approx u'(0)x$ and $u''\approx u'''(0)x$, one finds $\rho\approx u'''(0)x^2/u'(0)$, so the relative error starts as $u'''(0)x^2/[2u'(0)]$. For $u=A\tanh(x/\ell)$ it is $-x^2/\ell^2$: the formula is then too small on both sides. This leading term requires $|x|$ small against both $\ell$ and the half-width $c/u'(0)$. With $\ell$ equal to four half-widths, the error at one half-width is $-13\%$ rather than $-6\%$, and at two half-widths the formula returns zero.

### Where the formula stops working

On the left side the gap curvature can change sign. Setting $1+\rho=0$ and multiplying by $(1+2\varepsilon y)/\varepsilon$ gives

$$y^3+3y+\frac1\varepsilon=0.$$

The derivative $3y^2+3$ is positive, so there is one real root. Substituting $y=-2\sinh t$ and using $4\sinh^3t+3\sinh t=\sinh3t$ turns the equation into $2\sinh3t=1/\varepsilon$. Thus

$$y_0=-2\sinh\left[\frac13\operatorname{arsinh}\frac1{2\varepsilon}\right],\qquad \xi_0=\frac{\sqrt{1+2\varepsilon y_0}-1}{\varepsilon}.$$

The root lies on our branch, because at its end, $y=-1/(2\varepsilon)$, the cubic equals $-1/(8\varepsilon^3)-1/(2\varepsilon)<0$. Between that end and $y_0$ the formula returns zero although $d$ does not vanish.

For $\varepsilon\to0$ the root tends to $\xi_0\approx-\varepsilon^{-1/3}$. A smaller diabatic coupling $c$ therefore moves the breakdown outward when distance is counted in half-widths. In $x$ itself it moves inward, since $|x_0|\approx(c/a)\varepsilon^{-1/3}=c^{2/3}/(ab)^{1/3}$.

On the right side there is no breakdown, but the tail acquires a wrong meaning. For $u\gg c$ the spurious term is close to $b/(4u)$, whereas $d^2$ contains the factor $c^2$ and falls faster. Far out, $d_{\rm BA}\approx\frac12\sqrt{b/u}$ measures the curvature of the diabats and no longer their coupling.

### Numbers

I choose round model parameters: $a=0.020$ hartree/bohr, $c=0.005$ hartree and $b=0.008$ hartree/bohr². Then

$$\varepsilon=\frac{0.008\times0.005}{0.020^2}=0.1,\qquad \frac ca=0.25\ \text{bohr}.$$

The minimum gap is $2c=0.010$ hartree, or 0.272 eV. At the centre $G''=0.160$ hartree/bohr², so $d_{\rm BA}=\frac12\sqrt{0.160/0.010}=2.00$ bohr⁻¹, or 3.78 Å⁻¹. The exact value is $a/(2c)=2.00$ bohr⁻¹.

At one half-width to the right, $x=0.25$ bohr:

- $u=0.00500+0.00025=0.00525$ hartree and $u'=0.022$ hartree/bohr.
- $G=2\sqrt{0.00525^2+0.005^2}=0.0145$ hartree, so $u^2+c^2=G^2/4=5.256\times10^{-5}$ hartree².
- $d=0.005\times0.022/(2\times5.256\times10^{-5})=1.046$ bohr⁻¹.
- $G''=0.0751$ hartree/bohr², so $d_{\rm BA}=\frac12\sqrt{0.0751/0.0145}=1.138$ bohr⁻¹.

The formula is 8.7% too large relative to the exact coupling. This agrees with $\rho=0.182$, as $\sqrt{1.182}=1.087$. Other points are:

| $x$ (bohr) | $d$ (bohr⁻¹) | $d_{\rm BA}$ (bohr⁻¹) | error (%) | first order (%) |
|---:|---:|---:|---:|---:|
| −0.500 | 0.377 | 0 | −100 | −50 |
| −0.250 | 0.946 | 0.834 | −11.9 | −10.0 |
| −0.125 | 1.535 | 1.483 | −3.4 | −3.1 |
| 0.125 | 1.663 | 1.711 | 2.9 | 3.1 |
| 0.500 | 0.411 | 0.565 | 37.6 | 50.0 |
| 0.750 | 0.202 | 0.384 | 90.6 | 150.0 |

The first-order law is a fair guide within one half-width, and a poor one from two half-widths on. At $\xi=-2$ the first-order value of $\rho$ is already $-1$, where $1+\rho/2$ is no longer a usable approximation to the square root. The actual breakdown is at $y_0=-1.699$, $\xi_0=-1.875$, or $x=-0.469$ bohr. The exact coupling there is still 0.418 bohr⁻¹, about a fifth of its peak.

At $x=0.75$ bohr, $u=0.01725$ hartree. The spurious term $bu/[4(u^2+c^2)]$ is about 0.107 bohr⁻², against $d^2\approx0.041$ bohr⁻². Most of the squared estimate is thus diabatic curvature.

### The error of the mixing angle

As long as $u'$ keeps its sign, the adiabatic states rotate in one direction, and the integral $\Theta=\int d\,dx$ is the angle through which they turn. For small $\varepsilon$, its relative error over the window $|\xi|\le1$ is much smaller than the largest pointwise error there. Since $du=u'dx=c\,dy$,

$$d\,dx=\frac{dy}{2(1+y^2)},\qquad -1+\frac\varepsilon2\le y\le1+\frac\varepsilon2.$$

Expand $\sqrt{1+\rho}-1=\rho/2-\rho^2/8+\dots$ with $\rho=\varepsilon y(1+y^2)(1-2\varepsilon y)+\dots$. To second order in $\varepsilon$,

$$\Theta_{\rm BA}-\Theta\approx\int\left[\frac{\varepsilon y}{4}-\frac{\varepsilon^2y^2}{2}-\frac{\varepsilon^2y^2(1+y^2)}{16}\right]dy.$$

The first term would vanish over symmetric limits. The shifted limits give $(\varepsilon/8)[(1+\varepsilon/2)^2-(1-\varepsilon/2)^2]=\varepsilon^2/4$. In the other two terms the limits may be taken as $\pm1$, which gives $-\varepsilon^2/3$ and $-\varepsilon^2/15$. The sum is

$$\Theta_{\rm BA}-\Theta\approx-\frac{3}{20}\varepsilon^2.$$

For $\varepsilon=0.1$ this predicts $-0.0015$ rad. The computed angles are 0.7848 rad exactly and 0.7832 rad from Baeck-An, a relative error of $-0.2\%$. The cancellation concerns this integral over this window; it does not by itself bound the error of a hopping probability.

### Two cases that fail at the centre

**Curved coupling.** Let $u=ax$ and $v=c\,e^{-x^2/(2L^2)}$. At $x=0$ we have $u=0$, $v=c$, $v'=0$ and $v''=-c/L^2$. The identity gives

$$\frac{G''}{4G}=\left(\frac{a}{2c}\right)^2-\frac1{4L^2}.$$

This is positive if $L>c/a$; if $L<c/a$, the gap has a local maximum at $x=0$ and the formula returns zero. With the same $a$ and $c$ and $L=0.50$ bohr, $d_{\rm BA}=\sqrt{4-1}=1.732$ bohr⁻¹ instead of 2, an error of $-13.4\%$.

**A third state.** For real, nondegenerate eigenstates write $d_{jk}=\langle j|\partial_xk\rangle=-d_{kj}$. Differentiating $\langle j|H|k\rangle=0$ for $j\ne k$ gives

$$\langle j|H'|k\rangle-E_kd_{jk}+E_jd_{jk}=0,\qquad\text{so}\qquad \langle j|H'|k\rangle=(E_k-E_j)d_{jk}.$$

Now differentiate $E_k'=\langle k|H'|k\rangle$ and expand $|\partial_xk\rangle$ in the eigenstates:

$$E_k''=\langle k|H''|k\rangle+2\sum_{j\ne k}d_{jk}^2(E_k-E_j).$$

Subtract the result for $k=1$ from that for $k=2$. Their mutual coupling contributes $2d_{12}^2G$ twice, hence

$$\frac{G''}{4G}=d_{12}^2+\frac{1}{4G}\Big\{\langle2|H''|2\rangle-\langle1|H''|1\rangle+2\sum_{j>2}\big[d_{2j}^2(E_2-E_j)-d_{1j}^2(E_1-E_j)\big]\Big\}.$$

As an example, add a third diabat at constant energy $D>c$ and couple it to both crossing diabats through $kx$, where $k$ is now a slope. All matrix elements are linear, so $H''=0$. At $x=0$ states 2 and 1 are the sum and difference of the two diabats, with energies $\pm c$. Their matrix elements of $H'$ with the third state are $\sqrt2\,k$ and 0, so $d_{23}^2=2k^2/(D-c)^2$ and $d_{13}=0$. With $4G=8c$,

$$\frac{G''}{4G}=d_{12}^2+\frac{2}{8c}\,\frac{2k^2}{(D-c)^2}(c-D)=d_{12}^2-\frac{k^2}{2c(D-c)}.$$

For $D=0.050$ hartree and $k=0.020$ hartree/bohr the subtraction is $0.0004/(0.010\times0.045)=0.889$ bohr⁻². The estimate is $\sqrt{4-0.889}=1.764$ bohr⁻¹, which is 11.8% below the exact 2. The sign of this error is not fixed: with couplings $kx$ and $-kx$ the third state acts on state 1 instead, the correction becomes $+k^2/[2c(D+c)]=0.727$ bohr⁻², and the estimate is 2.174 bohr⁻¹, 8.7% too large.

### How far to trust it

In the two-state model with constant coupling and parabolic $u$, the relevant numbers are $\varepsilon$ and the distance in half-widths. For $\varepsilon=0.1$ the error stays within about 12% of the exact coupling up to one half-width. At two half-widths the formula returns zero on the left and is 38% too large on the right. The gap alone cannot certify this, because a curved coupling or a third state can alter $G''$ even at the minimum. Linearity also depends on the variable used. If the gap of the linear crossing is differentiated in time along a trajectory $x=wt+\tfrac12\ddot x\,t^2$, with speed $w$ at the crossing, then $u$ is parabolic in $t$. The results above then apply with $t$ in place of $x$ and $\varepsilon=c\ddot x/(aw^2)$, so an accelerated passage has the same kind of error. The formula also supplies no sign for the coupling, so a consistent sign must come from elsewhere. The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
a = 0.020 hartree/bohr
c = 0.005 hartree
b = 0.008 hartree/bohr^2
eps = b c/a^2 = 0.100 (dimensionless)
width c/a = 0.250 bohr
minimum gap = 0.0100 hartree
minimum gap = 0.2721 eV
gap curvature at centre = 0.1600 hartree/bohr^2
exact d at centre = 2.0000 1/bohr
exact d at centre = 3.7795 1/angstrom
Baeck-An d at centre = 2.0000 1/bohr
linear models: largest relative deviation below 1e-6: True
Curved diabats: x (bohr), d and d_BA (1/bohr),
  error (%), first-order error (%)
 -0.500   0.3774   0.0000  -100.00   -50.00
 -0.375   0.5812   0.3847   -33.80   -24.38
 -0.250   0.9461   0.8339   -11.86   -10.00
 -0.125   1.5352   1.4830    -3.40    -3.12
  0.000   2.0000   2.0000     0.00     0.00
  0.125   1.6632   1.7113     2.89     3.12
  0.250   1.0464   1.1378     8.74    10.00
  0.500   0.4110   0.5653    37.56    50.00
  0.750   0.2015   0.3841    90.63   150.00
At x = 0.250 bohr:
  u = 0.00525 hartree
  u' = 0.02200 hartree/bohr
  gap = 0.01450 hartree
  gap curvature = 0.07509 hartree/bohr^2
  rho = 0.1824
breakdown: y = -1.6989 (dimensionless)
breakdown: xi = -1.8746 (dimensionless)
breakdown: x = -0.4686 bohr
exact d at breakdown = 0.4182 1/bohr
window angle, exact = 0.78477 rad
window angle, Baeck-An = 0.78324 rad
angle difference = -0.00153 rad
leading estimate -3 eps^2/20 = -0.00150 rad
relative angle error = -0.195 %
Gaussian coupling, L = 0.50 bohr, at centre:
  d = 2.0000, d_BA = 1.7321 1/bohr
  error = -13.40 %
Third state, D = 0.050 hartree,
  k = 0.020 hartree/bohr, at centre:
  d = 2.0000, d_BA = 1.7638 1/bohr
  d^2 - d_BA^2 = 0.8889 1/bohr^2
  error = -11.81 %
```
